# The large Dirac component is not the normalized Pauli wave function: a numerical check

```python
# RESULT UNDER TEST (atomic units, hbar = m = 1, rest energy subtracted):
# the large component phi of a Dirac state obeys, to order 1/c^2,
#   H_L = H_FW + (i/8c^2)(gradV.p + p.gradV),   metric S = 1 + p^2/4c^2,
# and psi = (1 + p^2/8c^2) phi obeys the Hermitian operator
#   H_FW = p^2/2 + V - p^4/8c^2 + lap(V)/8c^2 + sigma.(gradV x p)/4c^2.
# The shortcut (E-V)p^2 -> p^4/2 gives the unwanted term the opposite sign.
# V: potential energy, c: speed of light, p: momentum, sigma: Pauli matrices.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure
C_LIGHT = 1 / ALPHA


# ---------- operator identities for arbitrary V and arbitrary spinor ----------
def check_operator_identities():
    xyz = sp.symbols("x y z", real=True)
    V = sp.Function("V")(*xyz)
    w = sp.Matrix([sp.Function("a")(*xyz), sp.Function("b")(*xyz)])
    sigma = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]

    def add(terms):
        total = sp.zeros(2, 1)
        for term in terms:
            total += term
        return total

    def sigma_p(u):
        return add(-sp.I * sigma[k] * u.diff(xyz[k]) for k in range(3))

    def p_squared(u):
        return add(-u.diff(q, 2) for q in xyz)

    def h0(u):
        return p_squared(u) / 2 + V * u

    def vanishes(u):
        return u.applyfunc(sp.expand) == sp.zeros(2, 1)

    lap_v = sum(V.diff(q, 2) for q in xyz)
    i_grad_v_p = add(V.diff(q) * w.diff(q) for q in xyz)
    spin_orbit = add(-sp.I * sp.LeviCivita(k, i, j) * sigma[k]
                     * V.diff(xyz[i]) * w.diff(xyz[j])
                     for k in range(3) for i in range(3) for j in range(3)
                     if sp.LeviCivita(k, i, j) != 0)
    p4 = p_squared(p_squared(w))
    middle = sigma_p(V * sigma_p(w)) / 4
    # coefficient of 1/c^2 in S^-1 K and in S^-1/2 K S^-1/2
    large = middle - p_squared(h0(w)) / 4
    renormalized = middle - (p_squared(h0(w)) + h0(p_squared(w))) / 8
    assert vanishes(large - (-p4 / 8 + lap_v * w / 4 + i_grad_v_p / 4
                             + spin_orbit / 4))
    assert vanishes(renormalized - (-p4 / 8 + lap_v * w / 8
                                    + spin_orbit / 4))


check_operator_identities()

# ---------- full Dirac diagonalization in a smooth one-dimensional well -------
DEPTH_EV, WIDTH_ANG = 150.0, 1.0
N_GRID, BOX = 151, 30.0


def well_errors(c):
    depth, width = DEPTH_EV / HARTREE, WIDTH_ANG / BOHR
    x = (np.arange(N_GRID) - N_GRID // 2) * BOX / N_GRID
    v = -depth * np.exp(-x**2 / (2 * width**2))
    dv = np.diag(-x / width**2 * v)
    d2v = np.diag((x**2 / width**4 - 1 / width**2) * v)
    V = np.diag(v)
    k = 2 * np.pi * np.fft.fftfreq(N_GRID, d=BOX / N_GRID)
    F = np.fft.fft(np.eye(N_GRID), axis=0) / np.sqrt(N_GRID)
    p = F.conj().T @ (k[:, None] * F)
    p = (p + p.conj().T) / 2
    p2 = p @ p
    p4 = p2 @ p2
    one = np.eye(N_GRID)
    h0 = p2 / 2 + V
    low = np.linalg.eigh(h0)[1][:, :3]

    dirac = np.block([[V, c * p], [c * p, V - 2 * c**2 * one]])
    energy, vec = np.linalg.eigh(dirac)
    energy, vec = energy[N_GRID:], vec[:, N_GRID:]
    A, B = vec[:N_GRID], vec[N_GRID:]
    X = B @ np.linalg.inv(A)              # small = X large, exact
    h_large = V + c * p @ X               # exact large-component operator
    s_val, s_vec = np.linalg.eigh(one + X.conj().T @ X)
    root = (s_vec * np.sqrt(s_val)) @ s_vec.conj().T
    h_exact = root @ h_large @ np.linalg.inv(root)
    omega = one + p2 / (8 * c**2)
    omega_inv = np.linalg.inv(omega)

    def anti(m):
        return (m - m.conj().T) / 2

    def size(m):                          # norm within the three lowest states
        return np.linalg.norm(low.conj().T @ m @ low)

    unwanted = 1j * (dv @ p + p @ dv) / (8 * c**2)
    h_fw = h0 + (-p4 / 8 + d2v / 8) / c**2
    h_l = h0 + (-p4 / 8 + d2v / 4 + 1j * dv @ p / 4) / c**2
    h_short = h0 - (p4 / 8 + 1j * dv @ p / 4) / c**2

    phi, e0 = A[:, 0], energy[0]
    psi = root @ phi
    x2_dirac = np.sum(x**2 * (abs(A[:, 0])**2 + abs(B[:, 0])**2))
    x2_psi = np.sum(x**2 * abs(psi)**2)

    def ground(m):
        return np.min(np.linalg.eigvals(m).real)

    return {
        "hermiticity": np.max(abs(anti(h_exact))),
        "anti_size": size(anti(h_large)),
        "anti_formula": size(anti(h_large) - unwanted),
        "anti_after": size(anti(omega @ h_large @ omega_inv)),
        "fw_operator": size(h_exact - h_fw),
        "residual_large": np.linalg.norm(h_l @ phi - e0 * phi),
        "residual_short": np.linalg.norm(h_short @ phi - e0 * phi),
        "short_growth": size(anti(omega @ h_short @ omega_inv))
        / size(anti(h_short)),
        "energy_fw": abs(ground(h_fw) - e0),
        "energy_large": abs(ground(h_l) - e0),
        "energy_short": abs(ground(h_short) - e0),
        "x2_bare": abs(x2_dirac - x2_psi),
        "x2_corrected": abs(x2_dirac - x2_psi - 2 / (8 * c**2)),
    }


C_TEST = 20.0
slow, fast = well_errors(C_TEST), well_errors(2 * C_TEST)
ratio = {key: slow[key] / fast[key] for key in slow}
assert slow["hermiticity"] < 1e-8 and fast["hermiticity"] < 1e-8
# doubling c divides an order c^-2 quantity by 4 and an order c^-4 one by 16
for key in ("anti_size", "residual_short", "x2_bare"):
    assert 3 < ratio[key] < 5, (key, ratio[key])
for key in ("anti_formula", "anti_after", "fw_operator", "residual_large",
            "energy_fw", "energy_large", "energy_short", "x2_corrected"):
    assert ratio[key] > 10, (key, ratio[key])
assert abs(fast["short_growth"] - 2) < 0.05

# ---------- exact Dirac s states of hydrogen ----------------------------------
mp.mp.dps = 40


def dirac_energy(c, kappa, n_r):
    gam = mp.sqrt(kappa**2 - 1 / c**2)
    return c**2 * (1 / mp.sqrt(1 + 1 / (c * (n_r + gam))**2) - 1)


def integral(f, g, decay, power):
    # integral of r^power exp(-decay r) f(r) g(r), f and g polynomials
    return mp.fsum(a * b * mp.gamma(power + i + j + 1)
                   / decay**(power + i + j + 1)
                   for i, a in enumerate(f) for j, b in enumerate(g))


def s_state(c, n_r):
    # P, Q = r^gam exp(-lam r) * polynomial, from the radial equations
    gam, E = mp.sqrt(1 - 1 / c**2), dirac_energy(c, -1, n_r)
    lam = mp.sqrt(-2 * E - (E / c)**2)
    P, Q = [mp.mpf(1)], [-1 / (c * (1 + gam))]

    def source():
        return (lam * P[-1] + (2 * c + E / c) * Q[-1],
                lam * Q[-1] - E / c * P[-1])

    for k in range(1, n_r + 1):
        s1, s2 = source()
        det = (gam + k)**2 - gam**2
        P.append(((gam + k + 1) * s1 + s2 / c) / det)
        Q.append(((gam + k - 1) * s2 - s1 / c) / det)
    assert max(abs(s) for s in source()) < mp.mpf(10)**-30  # series ends
    norm = mp.sqrt(integral(P, P, 2 * lam, 2 * gam)
                   + integral(Q, Q, 2 * lam, 2 * gam))
    P, Q = [a / norm for a in P], [b / norm for b in Q]
    # D = r d(P/r)/dr = r^(gam-1) exp(-lam r) * polynomial
    D = [(gam - 1 + k) * (P[k] if k < len(P) else 0)
         - (lam * P[k - 1] if k > 0 else 0) for k in range(len(P) + 1)]
    return {"P": P, "Q": Q, "D": D, "lam": lam, "gam": gam}


def hydrogen(c):
    c = mp.mpf(c)
    s1, s2 = s_state(c, 0), s_state(c, 1)
    g = s1["gam"]

    def pair(key, a, b, power):
        return integral(a[key], b[key], a["lam"] + b["lam"], power)

    n1, n2 = pair("P", s1, s1, 2 * g), pair("P", s2, s2, 2 * g)
    over = pair("P", s1, s2, 2 * g)
    r_large = pair("P", s1, s1, 2 * g + 1)
    inv_r = pair("P", s1, s1, 2 * g - 1)
    r_grad = pair("D", s1, s1, 2 * g - 1)
    return {
        "missing": 1 - n1,
        "metric_norm": n1 + pair("D", s1, s1, 2 * g - 2) / (4 * c**2) - 1,
        "overlap": over,
        "total_overlap": over + pair("Q", s1, s2, 2 * g),
        "scaled_overlap": over / mp.sqrt(n1 * n2),
        "metric_overlap": over + pair("D", s1, s2, 2 * g - 2) / (4 * c**2),
        "r_large": r_large,
        "r_scaled": r_large / n1,
        "r_dirac": r_large + pair("Q", s1, s1, 2 * g + 1),
        "r_psi": r_large + (r_grad - inv_r) / (4 * c**2),
        "r_operator": inv_r / (4 * c**2),
    }


H = hydrogen(C_LIGHT)
H_double = hydrogen(2 * C_LIGHT)
assert abs(H["total_overlap"]) < mp.mpf(10)**-30
for key in ("metric_norm", "metric_overlap"):
    assert abs(H[key] / H_double[key]) > 10, key
assert abs(H["metric_overlap"]) < 1e-3 * abs(H["overlap"])
assert abs(H["scaled_overlap"] / H["overlap"] - 1) < 1e-4
assert abs(H["r_psi"] + H["r_operator"] - H["r_dirac"]) < 1e-3 * ALPHA**2
assert abs(H["r_scaled"] - H["r_dirac"]) < mp.mpf(10)**-30


# ---------- nonrelativistic matrix elements -----------------------------------
def R1(r):
    return 2 * np.exp(-r)


def dR1(r):
    return -2 * np.exp(-r)


def R2(r):
    return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)


def dR2(r):
    return (-1 + r / 4) * np.exp(-r / 2) / np.sqrt(2)


def R2p(r):
    return r * np.exp(-r / 2) / np.sqrt(24)


def radial(f):
    return quad(f, 0, 80, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


p2_11 = radial(lambda r: dR1(r)**2 * r**2)
p2_21 = radial(lambda r: dR2(r) * dR1(r) * r**2)
unwanted_21 = ALPHA**2 / 8 * radial(lambda r: R2(r) * dR1(r)
                                    - R1(r) * dR2(r))
commutator_21 = -(-0.5 + 0.125) * p2_21 * ALPHA**2 / 8
assert abs(unwanted_21 / commutator_21 - 1) < 1e-8
assert abs(float(H["missing"]) / (p2_11 * ALPHA**2 / 4) - 1) < 1e-3
assert abs(float(H["overlap"]) / (-p2_21 * ALPHA**2 / 4) - 1) < 1e-3

# label, radial function, energy, orbital l, sigma.L, kappa, radial number
levels = [("1s1/2", R1, -0.5, 0, 0, -1, 0),
          ("2s1/2", R2, -0.125, 0, 0, -1, 1),
          ("2p1/2", R2p, -0.125, 1, -2, 1, 1),
          ("2p3/2", R2p, -0.125, 1, 1, -2, 0)]
shifts = []
for label, R, e_nr, l, sigma_l, kappa, n_r in levels:
    kinetic = -ALPHA**2 / 2 * radial(lambda r: ((e_nr * r + 1) * R(r))**2)
    darwin = ALPHA**2 / 8 * R(0.0)**2
    spin_orbit = 0.0
    if l > 0:
        spin_orbit = ALPHA**2 / 4 * sigma_l * radial(
            lambda r: R(r)**2 / r if r > 0 else 0.0)
    first = kinetic + darwin + spin_orbit
    exact = float(dirac_energy(mp.mpf(C_LIGHT), kappa, n_r) - e_nr)
    assert abs(first / exact - 1) < 5e-4, label
    shifts.append((label, kinetic, darwin, spin_orbit, first, exact))

field_term = ALPHA**2 / 4 * radial(lambda r: R1(r) * dR1(r))
laplace_term = ALPHA**2 / 4 * R1(0.0)**2
assert abs((field_term + laplace_term) / shifts[0][2] - 1) < 1e-8

# ---------- printed numbers ---------------------------------------------------
print("HYDROGEN, fixed point nucleus")
print(f"speed of light c = {C_LIGHT:.4f} atomic units")
print(f"1 hartree = {HARTREE:.5f} eV; 1 bohr = {BOHR:.6f} angstrom")
print(f"<1s|p^2|1s> = {p2_11:.6f}, <2s|p^2|1s> = {p2_21:.6f} a.u.")
print(f"1s norm missing from large component = {float(H['missing']):.5e}")
print(f"  estimate <p^2>/4c^2 = {p2_11 * ALPHA**2 / 4:.5e}")
print(f"  1s norm error with metric S = {float(H['metric_norm']):.2e}")
print(f"1s-2s overlap, large components = {float(H['overlap']):.5e}")
print(f"  after rescaling by numbers = {float(H['scaled_overlap']):.5e}")
print(f"  with metric S = {float(H['metric_overlap']):.2e}")
print(f"<2s|anti-Hermitian term|1s> = {unwanted_21 * HARTREE:.4e} eV"
      f" = {unwanted_21:.4e} hartree")
print("First-order 1s terms of H_L:")
print(f"  lap(V)/4c^2 term = {laplace_term * HARTREE:.4e} eV")
print(f"  i gradV.p/4c^2 term = {field_term * HARTREE:.4e} eV")
print(f"  their sum = {(laplace_term + field_term) * HARTREE:.4e} eV")
print("Shifts in eV: p^4, Darwin, spin-orbit, sum, exact Dirac")
for label, *values in shifts:
    print(f"  {label}: " + ", ".join(f"{v * HARTREE:.4e}" for v in values))
print(f"Nonrelativistic 1s <r> = {1.5 * BOHR:.6f} angstrom")
print("Shift of 1s <r> from that value, angstrom:")
for text, key in (("phi, not normalized", "r_large"),
                  ("phi, rescaled by a number", "r_scaled"),
                  ("psi = (1+p^2/8c^2) phi", "r_psi"),
                  ("full Dirac state", "r_dirac")):
    print(f"  {text}: {float(H[key] - mp.mpf('1.5')) * BOHR:.4e}")
print(f"  operator correction to add to psi value: "
      f"{float(H['r_operator']) * BOHR:.4e}")
print("GAUSSIAN WELL, one dimension")
print(f"depth {DEPTH_EV:.0f} eV, width {WIDTH_ANG:.1f} angstrom, "
      f"c = {C_TEST:.0f} and {2 * C_TEST:.0f} a.u.")
print("Factor of decrease when c doubles (4: c^-2, 16: c^-4):")
for text, key in (("anti-Hermitian part of H_L", "anti_size"),
                  ("same minus its formula", "anti_formula"),
                  ("same after 1+p^2/8c^2", "anti_after"),
                  ("renormalized operator minus H_FW", "fw_operator"),
                  ("residual of phi in H_L", "residual_large"),
                  ("residual of phi in shortcut", "residual_short"),
                  ("ground energy error, H_FW", "energy_fw"),
                  ("ground energy error, H_L", "energy_large"),
                  ("ground energy error, shortcut", "energy_short"),
                  ("<x^2> error, psi alone", "x2_bare"),
                  ("<x^2> error, corrected operator", "x2_corrected")):
    print(f"  {text}: {ratio[key]:.2f}")
print(f"Shortcut: 1+p^2/8c^2 multiplies anti-Hermitian part by "
      f"{fast['short_growth']:.3f}")
print("done: every assertion held")
```

Printed output:

```
HYDROGEN, fixed point nucleus
speed of light c = 137.0360 atomic units
1 hartree = 27.21139 eV; 1 bohr = 0.529177 angstrom
<1s|p^2|1s> = 1.000000, <2s|p^2|1s> = 0.419026 a.u.
1s norm missing from large component = 1.33130e-05
  estimate <p^2>/4c^2 = 1.33128e-05
  1s norm error with metric S = 3.54e-10
1s-2s overlap, large components = -5.57849e-06
  after rescaling by numbers = -5.57854e-06
  with metric S = 2.04e-10
<2s|anti-Hermitian term|1s> = 2.8462e-05 eV = 1.0460e-06 hartree
First-order 1s terms of H_L:
  lap(V)/4c^2 term = 1.4490e-03 eV
  i gradV.p/4c^2 term = -7.2452e-04 eV
  their sum = 7.2452e-04 eV
Shifts in eV: p^4, Darwin, spin-orbit, sum, exact Dirac
  1s1/2: -9.0565e-04, 7.2452e-04, 0.0000e+00, -1.8113e-04, -1.8114e-04
  2s1/2: -1.4717e-04, 9.0565e-05, 0.0000e+00, -5.6603e-05, -5.6605e-05
  2p1/2: -2.6415e-05, 0.0000e+00, -3.0188e-05, -5.6603e-05, -5.6605e-05
  2p3/2: -2.6415e-05, 0.0000e+00, 1.5094e-05, -1.1321e-05, -1.1321e-05
Nonrelativistic 1s <r> = 0.793766 angstrom
Shift of 1s <r> from that value, angstrom:
  phi, not normalized: -2.4657e-05
  phi, rescaled by a number: -1.4090e-05
  psi = (1+p^2/8c^2) phi: -2.1135e-05
  full Dirac state: -1.4090e-05
  operator correction to add to psi value: 7.0449e-06
GAUSSIAN WELL, one dimension
depth 150 eV, width 1.0 angstrom, c = 20 and 40 a.u.
Factor of decrease when c doubles (4: c^-2, 16: c^-4):
  anti-Hermitian part of H_L: 3.99
  same minus its formula: 15.93
  same after 1+p^2/8c^2: 15.92
  renormalized operator minus H_FW: 15.90
  residual of phi in H_L: 16.00
  residual of phi in shortcut: 4.00
  ground energy error, H_FW: 16.04
  ground energy error, H_L: 16.04
  ground energy error, shortcut: 16.04
  <x^2> error, psi alone: 4.00
  <x^2> error, corrected operator: 15.89
Shortcut: 1+p^2/8c^2 multiplies anti-Hermitian part by 2.000
done: every assertion held
```
